\section*{Dimmock model, L-point inversion and the mirror Chern number of SnTe}

\section{Two similar gaps}

PbTe and SnTe are both rocksalt semiconductors with a direct gap of a few tenths of an electronvolt at or close to the L points. In the alloy Pb$_{1-x}$Sn$_x$Te the gap first shrinks with $x$, vanishes, and opens again. The magnitude of the gap does not tell the two sides apart. What differs is the order of two levels of opposite parity, and the question is what that order does to the filled bands as a whole.

The alloy is treated as a virtual crystal: independent electrons in a periodic, time-reversal-symmetric potential with full rocksalt symmetry, varying continuously with $x$. Disorder and lattice distortions are left out. At the point L along $[111]$ take
\[
\hat z\parallel[111],\qquad \hat x\parallel[1\bar10],\qquad \hat y=\hat z\times\hat x\parallel[11\bar2],
\]
and measure $\mathbf k$ from L, with $k_t^2=k_x^2+k_y^2$ and $k_l=k_z$. Parity refers to inversion about a cation. The band edges are the Kramers doublets $L_6^-$ and $L_6^+$; Pauli matrices $\sigma_i$ act within a doublet, and $\tau_z=+1$ on $L_6^-$, $-1$ on $L_6^+$. Define
\begin{equation}
\Delta=E(L_6^-)-E(L_6^+).
\end{equation}

\paragraph{Assumptions.} (i) $\Delta>0$ in PbTe and $\Delta<0$ in SnTe. Symmetry cannot supply these signs; they are a material input; two contributions to them are examined below. (ii) The velocities $v_t,v_l$ defined below are nonzero. (iii) Between the end members $\Delta$ crosses zero once, and no other gap closes on the mirror plane. (iv) PbTe can be deformed into an insulator of filled atomic orbitals without closing its gap or breaking the mirror symmetry.

\paragraph{Theorem.} (a) Through second order in $\mathbf k$,
\begin{equation}
H=E_0(\mathbf k)+m(\mathbf k)\tau_z+\hbar v_t(k_x\sigma_x+k_y\sigma_y)\tau_x+\hbar v_lk_z\sigma_z\tau_x,
\label{dim}
\end{equation}
with $m=\Delta/2+B_tk_t^2+B_lk_l^2$ and $E_0=\bar E+D_tk_t^2+D_lk_l^2$.
(b) When $\Delta$ passes from positive to negative, the mirror Chern number changes by $-2\,\mathrm{sgn}(v_tv_l)$. (c) Hence $n_M=0$ for PbTe and $|n_M|=2$ for SnTe.

\section{The form of the Hamiltonian}

\paragraph{Lemma 1.} Symmetry allows two constant, two linear and four quadratic terms, namely those in (\ref{dim}).

\emph{Proof.} The group of L is generated by a threefold rotation about $z$, a twofold rotation about $x$, and inversion. Both doublets transform as spin one half under rotations, so bases exist with
\begin{equation}
C_3=e^{-i\pi\sigma_z/3},\quad C_{2x}=-i\sigma_x,\quad P=-\tau_z,\quad T=i\sigma_yK .
\label{rep}
\end{equation}
Here $K$ is complex conjugation. Since $T$ commutes with the rotations, Schur's lemma fixes it up to a phase in each doublet, and the phases of the basis absorb that freedom.

\emph{Linear terms.} Inversion reverses $\mathbf k$, so the matrices must anticommute with $\tau_z$ and contain $\tau_x$ or $\tau_y$. Time reversal also reverses $\mathbf k$, so they must be odd under $T$. Under $T$, $\sigma_i\to-\sigma_i$, $\tau_x\to\tau_x$, $\tau_y\to-\tau_y$. This leaves $\sigma_i\tau_x$ and $\tau_y$. A term in $\tau_y$ needs a rotational scalar linear in $\mathbf k$. Threefold symmetry permits $k_z$, but $C_{2x}$ reverses it, so there is none. For $\sigma_i\tau_x$, the combinations $k_\pm=k_x\pm ik_y$ and $\sigma_\pm=\sigma_x\pm i\sigma_y$ acquire phases $e^{\pm2\pi i/3}$ under $C_3$. The products $k_+\sigma_-$, $k_-\sigma_+$ and $k_z\sigma_z$ are invariant, whereas $k_\pm\sigma_\pm$, $k_z\sigma_\pm$ and $k_\pm\sigma_z$ are not. The real invariants are therefore
\[
k_x\sigma_x+k_y\sigma_y,\qquad k_x\sigma_y-k_y\sigma_x,\qquad k_z\sigma_z .
\]
$C_{2x}$ reverses $k_y,k_z,\sigma_y,\sigma_z$ and so excludes the second.

\emph{Even terms.} Inversion now requires matrices diagonal in $\tau_z$, and time reversal excludes $\sigma_i$. The matrices $1$ and $\tau_z$ remain. Each multiplies a constant or an invariant quadratic form. Since $k_\pm^2$ and $k_zk_\pm$ acquire phases under $C_3$, these forms are $k_t^2$ and $k_l^2$. $\square$

The coefficients come from the crystal Hamiltonian. With spin--orbit coupling at Pauli level it contains $\hbar\mathbf k\cdot\boldsymbol\pi/m_e+\hbar^2k^2/2m_e$, where
$\boldsymbol\pi=\mathbf p+(\hbar/4m_ec^2)\,\boldsymbol\sigma\times\nabla V$. Matrix elements of $\boldsymbol\pi$ between the doublets give $v_t$ and $v_l$. For a remote state $r$, the Schr\"odinger equation gives to first order $c_r=\sum_n\langle r|\hbar\mathbf k\cdot\boldsymbol\pi/m_e|n\rangle c_n/(E-E_r)$. Inserting this into the equations for the doublets, and replacing $E$ by the edge energy $E_\pm$ of $L_6^\pm$, gives for direction $i$
\begin{equation}
A_{\pm,i}=\frac{\hbar^2}{2m_e}+\frac{\hbar^2}{m_e^2}\sum_r\frac{|\langle r|\pi_i|n_\pm\rangle|^2}{E_\pm-E_r},
\end{equation}
the coefficient of $k_i^2$ in the energy of $L_6^\pm$ before the two doublets are coupled. Thus $D=(A_-+A_+)/2$ and $B=(A_--A_+)/2$. These are Dimmock's remote-band terms.

The matrices $\tau_z,\sigma_x\tau_x,\sigma_y\tau_x,\sigma_z\tau_x$ anticommute in pairs and square to one. Hence $(H-E_0)^2$ is a number, and
\begin{equation}
E=E_0\pm\sqrt{m^2+\hbar^2v_t^2k_t^2+\hbar^2v_l^2k_l^2},
\label{disp}
\end{equation}
each level being doubly degenerate. For $\Delta>0$ and small $k_i$ the root is $\Delta/2+B_ik_i^2+\hbar^2v_i^2k_i^2/\Delta$. Since $D+B=A_-$, the conduction edge has
\begin{equation}
\frac{\hbar^2}{2m_i^*}=A_{-,i}+\frac{\hbar^2v_i^2}{\Delta}.
\label{mass}
\end{equation}
The mass falls as the gap closes. At $\Delta=0$ the leading dispersion is linear, $\pm\hbar(v_t^2k_t^2+v_l^2k_l^2)^{1/2}$, and (\ref{mass}) no longer applies.

\section{How composition moves the two levels}

\paragraph{Lemma 2.} At L a cation $s$ orbital can mix with the anion $p$ part of $L_6^+$ but not with $L_6^-$. In an orbital model whose cation $s$ energy $\varepsilon_s$ is varied alone, $dE(L_6^+)/d\varepsilon_s$ is the $s$ weight of that state and $E(L_6^-)$ is fixed.

\emph{Proof.} The cation $s$ function is even. An anion sits at $\mathbf R=(a/2)(n_1,n_2,n_3)$ with $n_1+n_2+n_3$ odd, and $\mathbf k_L=(\pi/a)(1,1,1)$. The Bloch phases at $\mathbf R$ and $-\mathbf R$ differ by the factor $e^{2i\mathbf k_L\cdot\mathbf R}=e^{i\pi(n_1+n_2+n_3)}=-1$. This sign cancels the oddness of a $p$ orbital, so anion $p$ Bloch functions are even. Cation $p$ functions are odd. Parity forbids mixing between the sets. For a normalized eigenstate, the derivative of its energy is the expectation value of $\partial H/\partial\varepsilon_s$, the projector on the $s$ orbital. $\square$

With one $p$ level $\varepsilon_p$ and coupling $g$ the upper energy is
\begin{equation}
E_+=\frac{\varepsilon_s+\varepsilon_p}{2}+\frac12\sqrt{(\varepsilon_p-\varepsilon_s)^2+4g^2}.
\end{equation}
A shallower cation $s$ level pushes $L_6^+$ up more strongly and lowers $\Delta$.

Relativity affects the depth of this level. Spherically averaged atomic Kohn--Sham calculations with local exchange, no correlation, and the two valence $p$ electrons spread over $p_{1/2}$ and $p_{3/2}$ in proportion to their degeneracies give, without relativity, Sn $5s$ at $-9.00$ eV and Pb $6s$ at $-8.67$ eV. The Dirac calculations give $-9.74$ and $-11.18$ eV. Relativity lowers the lead level by $2.51$ eV, the tin level by $0.74$ eV, and reverses their order. Replacing Pb by Sn thus raises the cation $s$ level and favours $L_6^+$ above $L_6^-$.

A second shift acts the other way. The Dirac $p_{1/2}$ level is $-3.85$ eV in Pb and $-3.24$ eV in Sn, and a lower cation $p_{1/2}$ level lowers $L_6^-$ in PbTe. The two shifts must be weighed. From Pb to Sn the $s$ level rises by $1.44$ eV, but it acts on $L_6^+$ only through the $s$ weight, which is $0.12$ to $0.17$ in the model of the last section, and so lifts $L_6^+$ by about $0.2$ eV. The $p_{1/2}$ level rises by $0.61$ eV and in that model moves $L_6^-$ by the full amount. With the $s$ weight of that model, the atomic energies taken alone would therefore not produce the inversion. The margin depends on how the open $p$ shell is filled. With both electrons in $p_{1/2}$ the Dirac levels move by up to $0.8$ eV, and the two shifts become $0.89$ and $0.18$ eV. The lead $s$ level stays the deeper one, but an $s$ weight slightly above $0.2$ would then reverse the net sign. They identify one contribution that favours assumption (i), but they contain neither crystal field nor hybridization nor the change of these with composition, and the signs in (i) remain an input. Given the signs in (i), continuity makes $\Delta(x_c)=0$ at some intermediate $x_c$.

\section{Chern number of a mirror sector}

The mirror operation that reverses $x$ is, by (\ref{rep}),
\begin{equation}
M=PC_{2x}=i\sigma_x\tau_z .
\end{equation}
On $k_x=0$ it commutes with $H$, since $\sigma_x$ and $\tau_z$ each change the sign of $\sigma_y\tau_x$ and $\sigma_z\tau_x$. Let $n_{\pm i}$ be the Chern numbers of the filled states with $M=\pm i$, and $n_M=(n_{+i}-n_{-i})/2$. The plane is oriented from $y$ to $z$, with $\mathcal A=i\langle u|\nabla u\rangle$ and $n=(2\pi)^{-1}\int\nabla\times\mathcal A$.

\paragraph{Lemma 3.} If $B_t$ and $B_l$ have the same sign, written $\mathrm{sgn}B$, the lower band of (\ref{dim}) in the sector $M=+i$ has
\begin{equation}
n_{+i}^{\rm valley}=\tfrac12\,\mathrm{sgn}(v_tv_l)\,[\mathrm{sgn}\Delta-\mathrm{sgn}B].
\label{valley}
\end{equation}

\emph{Proof.} Put $s_1=\sigma_y\tau_x$, $s_2=\sigma_z\tau_x$, $s_3=\tau_z$. Then $s_1s_2=\sigma_y\sigma_z=i\sigma_x=i(\sigma_x\tau_z)s_3$. In the sector $M=+i$, $\sigma_x\tau_z=1$, so the $s_i$ are ordinary Pauli matrices and
\begin{equation}
H-E_0=\mathbf d\cdot\mathbf s,\qquad \mathbf d=(\hbar v_tk_y,\hbar v_lk_z,m).
\end{equation}
For $M=-i$, $s_1s_2=-is_3$: the handedness, and with it the Chern number, is reversed.

Let $\theta,\varphi$ be the polar angles of $\mathbf d$. The lower state is $u=(-e^{-i\varphi}\sin\frac\theta2,\cos\frac\theta2)^T$, with $\mathcal A_\varphi=\sin^2(\theta/2)$ and $\mathcal A_\theta=0$. On a loop around L, $\varphi$ winds by $2\pi\,\mathrm{sgn}(v_tv_l)$. Stokes' theorem between a small and a large loop gives
\begin{align}
n_{+i}^{\rm valley}&=\mathrm{sgn}(v_tv_l)\left[\sin^2\tfrac{\theta_\infty}2-\sin^2\tfrac{\theta_0}2\right]\nonumber\\
&=\tfrac12\,\mathrm{sgn}(v_tv_l)[\cos\theta_0-\cos\theta_\infty].
\end{align}
At L, $\cos\theta_0=\mathrm{sgn}\Delta$. Far away the quadratic mass dominates, so $\cos\theta_\infty=\mathrm{sgn}B$. $\square$

If $B_t=B_l=0$, the linear terms dominate far away and $\cos\theta_\infty=0$. The flux is then $\pm\frac12$ and is not a Chern number. In both cases reversing $\Delta$ from positive to negative changes it by $-\mathrm{sgn}(v_tv_l)$, whatever $B$ is. The relative sign of the velocities is physical: conjugation by $\sigma_z$ reverses $v_t$, but it also turns $C_{2x}$ into $+i\sigma_x$, against (\ref{rep}).

\paragraph{Lemma 4.} Two L points contribute to $n_M$ for this mirror, and their contributions are equal.

\emph{Proof.} The plane $k_x=0$ through $\Gamma$ contains $L_1=(\pi/a)(1,1,1)$ and $L_2=(\pi/a)(1,1,-1)$. They differ by $(2\pi/a)(0,0,1)$, which is not a reciprocal vector of the face-centred lattice, so they are inequivalent. The mirror exchanges the other two L points, which therefore do not lie on an invariant plane.

The twofold rotation about $[001]$ takes $L_1$ to $-L_2$, equivalent to $L_2$. Within the plane it reverses $[110]$ and keeps $[001]$, so it reverses orientation and Berry flux. Its spin part anticommutes with that of $M$, so it exchanges $M=\pm i$. Writing $f_\pm$ for the flux near an L point in the sector $M=\pm i$, we get $f_+(L_1)=-f_-(L_2)$. Time reversal takes $L_2$ to $-L_2$, again equivalent to $L_2$. It preserves the orientation of the plane, reverses Berry flux, and exchanges the sectors because it is antiunitary and commutes with $M$. Hence $f_-(L_2)=-f_+(L_2)$, and $f_+(L_1)=f_+(L_2)$. $\square$

\emph{Proof of (b).} Away from the two L points the gap stays open, so the flux there varies continuously through $x_c$. The jump comes from the two valleys, each giving $-\mathrm{sgn}(v_tv_l)$. Time reversal gives $n_{-i}=-n_{+i}$, so $n_M=n_{+i}$ and it jumps by $-2\,\mathrm{sgn}(v_tv_l)$. $\square$

\paragraph{Remark: an interface.} The jump can show itself at an interface where $\Delta(z)$ passes from positive at $z<0$ to negative at $z>0$. Neglect $B$ and $E_0$, so that the gaps on both sides are centred at zero energy. In the sector $M=+i$ at $k_y=0$, a zero-energy state obeys $(-i\hbar v_ls_2\partial_z+\frac12\Delta s_3)\psi=0$. Multiplication by $s_2$, with $s_2s_3=is_1$, gives $\partial_z\psi=(\Delta/2\hbar v_l)s_1\psi$. The solution decays on both sides if $s_1\psi=\mathrm{sgn}(v_l)\psi$. The term $\hbar v_tk_ys_1$ then gives $E=\mathrm{sgn}(v_l)\hbar v_tk_y$. In the other sector $s_2s_3=-is_1$ and the velocity is reversed. Under these conditions the valley whose axis is normal to the interface binds a pair of counterpropagating modes at $k_x=0$, which mirror symmetry keeps from mixing. The alignment of the gaps matters, because a mode bound at $k_y=0$ needs an energy that lies inside the gap on both sides. Between the two end members of the model alloy in the last section this fails: $E(L_6^-)$ is the same on both sides, the two gaps at L only touch, and no mode is bound at $k_y=0$.

\section{The trivial side}

A jump gives $n_M$ of SnTe once the value on one side is known. A lattice model shows how assumption (iv) can hold. It has cation $s$, cation $p$ and anion $p$ orbitals with spin, nearest-neighbour hoppings $t_{sp}$ and $t_{pp}$ (the latter between $p$ orbitals pointing along the bond), and on-site terms $\lambda\,\mathbf L\cdot\mathbf S$, with $\mathbf L,\mathbf S$ in units of $\hbar$. Let $\mathbf q=\mathbf Ka/2$ with $\mathbf K$ measured from $\Gamma$. In blocks,
\begin{equation}
H=\begin{pmatrix}\mathcal E(\mathbf q)&X(\mathbf q)\\X^\dagger(\mathbf q)&\mathcal C\end{pmatrix}.
\end{equation}
$\mathcal E$ holds the eight cation $s$ and anion $p$ spin-orbitals, with couplings $2it_{sp}\sin q_i$. $\mathcal C$ holds the six cation $p$ spin-orbitals and is constant. $X$ has the elements $2t_{pp}\cos q_i$, which vanish at L. Eight bands are filled.

\paragraph{Lemma 5.} If $\Delta>0$ in this model, the gap is at least $\Delta$ throughout the zone, also when $X$ is replaced by $\eta X$ with $0\le\eta\le1$. Hence $n_M=0$.

\emph{Proof.} $\mathcal E$ is linear, up to a constant, in the three numbers $\sin q_i\in[-1,1]$. The largest eigenvalue is a maximum of expectation values, each linear in these numbers, and is therefore convex in them. A convex function on a cube attains its maximum at a vertex. The vertices $\sin q_i=\pm1$ are L points, equivalent by cubic symmetry, so $\mathcal E\le E(L_6^+)$. The lowest eigenvalue of $\mathcal C$ is $E(L_6^-)$. On the eight-dimensional even space $\langle H\rangle\le E(L_6^+)$, so by the minimax principle eight eigenvalues lie at or below it. On the six-dimensional odd space $\langle H\rangle\ge E(L_6^-)$, so six lie at or above that. Neither statement involves $X$. At $\eta=0$ the filled space consists of all cation $s$ and anion $p$ orbitals. Apart from site phases linear in $\mathbf k$, which have no curvature, it is constant, and both sector Chern numbers vanish. $\square$

\emph{Proof of (c).} By (iv) the same value, $n_M=0$, holds for PbTe. By (b), $n_M=-2\,\mathrm{sgn}(v_tv_l)$ for SnTe, of magnitude 2. The overall sign depends on the orientation and on which mirror eigenvalue is counted first. $\square$

\section{A model alloy in numbers}

Take round parameters, attached to no material: $a=0.60$ nm, cation and anion $p$ levels $2.10$ and $0$ eV, $t_{pp}=t_{sp}=1.00$ eV, and $\lambda_c=0.60$, $\lambda_a=0.40$ eV. The cation $s$ level rises linearly from $-8.00$ eV at $x=0$ to $-6.00$ eV at $x=1$.

For $j=\frac12$, $\mathbf L\cdot\mathbf S=-1$, so $E(L_6^-)=2.10-0.60=1.50$ eV at every $x$. In $L_6^+$ the $s$ orbital couples to the anion $p$ orbital along $[111]$ with strength $2\sqrt3\,t_{sp}$. Spin--orbit coupling joins that orbital, with element $\lambda_a/\sqrt2$, to a state at $-\lambda_a/2$. Eliminating both partners gives
\begin{equation}
E=\frac{12t_{sp}^2}{E-\varepsilon_s}+\frac{\lambda_a^2/2}{E+\lambda_a/2}.
\end{equation}
At $x=0$, $E=1.3372$ eV satisfies it: $12/9.3372+0.08/1.5372=1.2852+0.0520$. Thus $\Delta=0.1628$ eV. At $x=1$ the level is at $1.6190$ eV and $\Delta=-0.1190$ eV.

A straight line between these gaps would vanish at $x=0.1628/0.2818=0.578$; the computed crossing is at $x_c=0.620$. The difference has a definite sign. The largest eigenvalue $E(L_6^+)$ is convex in $\varepsilon_s$, so $\Delta$ lies above the line. The $s$ weight, which is the slope, grows from $0.1175$ to $0.1679$.

In the lattice model $\partial H/\partial k_i$ takes the place of $\hbar\pi_i/m_e$, and $\frac12\partial^2H/\partial k_i^2$ that of $\hbar^2/2m_e$, in the velocities and in $A_{\pm,i}$. At $x=0$, $v_t=3.17\times10^5$ m/s and $v_l=2.08\times10^5$ m/s, or $\hbar v_t=0.2088$ eV\,nm. With $A_{-,t}=0.0533$ eV\,nm$^2$, (\ref{mass}) gives
\[
\frac{\hbar^2}{2m_t^*}=0.0533+\frac{0.2088^2}{0.1628}=0.321\ \text{eV\,nm}^2,
\]
so $m_t^*=0.119\,m_e$. Most of the curvature comes from the other edge doublet. The longitudinal mass is $0.224\,m_e$.

For $k_y=0.10$ nm$^{-1}$, (\ref{disp}) gives $1.333692$ and $1.503147$ eV; full diagonalization gives $1.333696$ and $1.503143$ eV. The difference of $4\ \mu$eV is about $0.1\%$ of the conduction level's shift from its edge. In a general direction, doubling $\mathbf k$ multiplies the error by $15.3$, close to the factor 16 of a fourth-order remainder.

Both velocity products are positive, and so are $B_t$ and $B_l$. Equation (\ref{valley}) then gives zero per valley at $x=0$ and $-1$ at $x=1$. Integration over the whole mirror plane of the lattice model gives $n_M=0$ and $n_M=-2$, in agreement with the sum over two valleys. Only the change of $-2$ is guaranteed by (b); the separate valley values rest on extending the quadratic expansion beyond its range. These values and the other computed quantities are listed in the numerical output.

The result needs the mirror. A distortion that removes it lets the two sectors mix, and $n_M$ is then undefined. Alloy disorder breaks it locally, so the number belongs to the virtual crystal and to the ordered end member, not to each atomic arrangement of the alloy.

\section*{Numbers as computed}
\begin{verbatim}
allowed terms, order 0, 1, 2: 2, 2, 4
valley Chern, Delta>0, B>0, vt vl>0: -0.000
valley Chern, Delta<0, B>0, vt vl>0: -1.000
valley flux/2pi, Delta>0, B=0: 0.500
valley flux/2pi, Delta<0, B=0: -0.500
Sn 5s, 5p1/2 Dirac: -9.74, -3.24 eV
Sn 5s, 5p1/2 nonrelativistic: -9.00, -3.00 eV
Sn 5s relativistic shift: -0.74 eV
Pb 6s, 6p1/2 Dirac: -11.18, -3.85 eV
Pb 6s, 6p1/2 nonrelativistic: -8.67, -2.94 eV
Pb 6s relativistic shift: -2.51 eV
lattice constant: 0.60 nm
cation p, anion p levels: 2.10, 0.00 eV
hoppings pp, sp: 1.00, 1.00 eV
L.S coefficients cation, anion: 0.60, 0.40 eV
cation s level at x=0, x=1: -8.00, -6.00 eV
x=0 E(L6-), E(L6+): 1.5000, 1.3372 eV
x=0 Delta: 0.1628 eV
x=0 cation s weight in L6+: 0.1175
x=0 vt, vl: 3.1726e+05, 2.0768e+05 m/s
x=0 remote A-, transverse, longitudinal: 0.05330, 0.05551 eV nm^2
x=0 remote A+, transverse, longitudinal: -0.09153, -0.11497 eV nm^2
x=0 sign of vt vl: +1
x=1 E(L6-), E(L6+): 1.5000, 1.6190 eV
x=1 Delta: -0.1190 eV
x=1 cation s weight in L6+: 0.1679
x=1 vt, vl: 3.0399e+05, 2.1365e+05 m/s
x=1 remote A-, transverse, longitudinal: 0.05461, 0.05420 eV nm^2
x=1 remote A+, transverse, longitudinal: -0.11497, -0.14091 eV nm^2
x=1 sign of vt vl: +1
dE(L6+)/d(eps_s) at x=0, finite difference: 0.1175
critical composition, full: 0.6204
critical composition, linear Delta(x): 0.5777
x=0 L6- edge mass, transverse: 0.1186 m_e
x=0 L6- edge mass, longitudinal: 0.2237 m_e
example wavevector along y: 0.10 1/nm
x=0 Dimmock energies: 1.333692, 1.503147 eV
x=0 lattice energies: 1.333696, 1.503143 eV
error ratio when k doubles: 15.30
x=0 Chern numbers, mirror +i, -i: 0, 0
x=0 mirror Chern number: 0
x=0 least sampled gap in plane: 0.1628 eV
x=1 Chern numbers, mirror +i, -i: -2, 2
x=1 mirror Chern number: -2
x=1 least sampled gap in plane: 0.1190 eV
predicted change from two L points: -2
\end{verbatim}
